# Energy harvested by an ideal Olsen cycle in a ferroelectric plate: a program that tests the result

```python
# Result under test: an ideal Olsen cycle (charge cold, heat at high field,
# discharge hot, cool at low field) delivers per unit volume
#     W = (E_high - E_low) * (P_cold - P_hot)
# when the polarization P depends on temperature T only.
# E: field (V/m), D = eps0*E + P: displacement (C/m^2), W = -loop integral of E dD.
# S: entropy per volume, c: heat capacity per volume at constant field,
# p: size of the pyroelectric slope -dP/dT, chi: electric susceptibility.
# Material values are rough typical ones for a poled PZT-type ceramic.
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.integrate import quad

E_low, E_high = 1.0e6, 8.0e6
drop_P = 0.05
T_cold, T_hot = 300.0, 400.0
P_cold = 0.30
P_hot = P_cold - drop_P
c = 3.0e6
chi_cold, chi_hot = 1000.0, 1200.0
tan_delta = 0.03
resistivity_hot, hold_time = 1.0e10, 10.0
expansion = 5.0e-6
E_breakdown = 12.0e6
thickness, area = 0.2e-3, 1.0e-4

span_E = E_high - E_low
span_T = T_hot - T_cold
p = drop_P / span_T


def cycle_legs(n=4001):
    """Temperature and field along the four legs, in order."""
    up_E = np.linspace(E_low, E_high, n)
    up_T = np.linspace(T_cold, T_hot, n)
    one = np.ones(n)
    return [(T_cold * one, up_E), (up_T, E_high * one),
            (T_hot * one, up_E[::-1]), (up_T[::-1], E_low * one)]


def leg_works(displacement):
    """Delivered work -integral of E dD on each leg."""
    works = []
    for T, E in cycle_legs():
        D = displacement(T, E)
        works.append(-np.sum(0.5 * (E[1:] + E[:-1]) * np.diff(D)))
    return np.array(works)


def P_linear(T):
    return P_cold - p * (T - T_cold)


def P_curved(T):
    x = (T - T_cold) / span_T
    return P_cold - drop_P * (0.4 * x + 0.6 * x**3)


def leg_heats(P_of_T):
    """Absorbed heat on each leg, entropy from a differentiated free energy."""
    def free_energy(T, E):
        return (-c * T * (np.log(T / T_cold) - 1)
                - P_of_T(T) * E - 0.5 * eps0 * E**2)
    h = 0.01
    heats = []
    for T, E in cycle_legs():
        S = -(free_energy(T + h, E) - free_energy(T - h, E)) / (2 * h)
        heats.append(np.sum(0.5 * (T[1:] + T[:-1]) * np.diff(S)))
    return np.array(heats)


# Main result: traced cycle against the rectangle formula
W = span_E * drop_P
works = leg_works(lambda T, E: eps0 * E + P_curved(T))
assert np.isclose(works.sum(), W, rtol=1e-8)
vacuum_energy = 0.5 * eps0 * (E_high**2 - E_low**2)
assert np.allclose(works, [-vacuum_energy, E_high * drop_P,
                           vacuum_energy, -E_low * drop_P], rtol=1e-6)


# Area formula for a polarization that saturates with field
def P_saturating(T, E):
    return P_curved(T) + 0.04 * np.tanh(E / (1e4 * T))


area_work = quad(lambda E: P_saturating(T_cold, E)
                 - P_saturating(T_hot, E), E_low, E_high)[0]
traced = leg_works(lambda T, E: eps0 * E + P_saturating(T, E)).sum()
assert np.isclose(traced, area_work, rtol=1e-6)
assert abs(area_work / W - 1) > 1e-3  # field dependence matters here

# First law for curved P(T); separate heats for linear P(T)
assert np.isclose(leg_heats(P_curved).sum(), W, rtol=1e-5)
heats = leg_heats(P_linear)
heat_hot = T_hot * p * span_E
heat_cold = T_cold * p * span_E
assert np.allclose(heats, [-heat_cold, c * span_T, heat_hot, -c * span_T],
                   rtol=1e-5)
heat_in = c * span_T + heat_hot
efficiency = W / heat_in
assert np.isclose(works.sum() / heats[heats > 0].sum(), efficiency, rtol=1e-5)
carnot = 1 - T_cold / T_hot
assert np.isclose(works.sum() / heats[2], carnot, rtol=1e-5)


# Linear field response with temperature-dependent susceptibility
def D_response(T, E, chi_end):
    chi = chi_cold + (chi_end - chi_cold) * (T - T_cold) / span_T
    return eps0 * (1 + chi) * E + P_linear(T)


change_chi = 0.5 * eps0 * (chi_cold - chi_hot) * (E_high**2 - E_low**2)
traced = leg_works(lambda T, E: D_response(T, E, chi_hot)).sum()
assert np.isclose(traced - W, change_chi, rtol=1e-6)
traced = leg_works(lambda T, E: D_response(T, E, chi_cold)).sum()
assert np.isclose(traced, W, rtol=1e-8)
drop_at_low = drop_P - eps0 * (chi_hot - chi_cold) * E_low
drop_at_high = drop_P - eps0 * (chi_hot - chi_cold) * E_high

# Leakage: Joule loss against the energy decay of an isolated leaky plate
loss_leak = E_high**2 * hold_time / resistivity_hot
permittivity = eps0 * (1 + chi_hot)
dt = 1e-3
E_after = E_high * np.exp(-dt / (resistivity_hot * permittivity))
decay_rate = 0.5 * permittivity * (E_high**2 - E_after**2) / dt
assert np.isclose(decay_rate * hold_time, loss_leak, rtol=1e-4)

# Hysteresis: elliptical loop between the two fields
E_amp = span_E / 2
loss_hyst = np.pi * eps0 * chi_cold * tan_delta * E_amp**2
phase = np.linspace(0, 2 * np.pi, 20001)
E_loop = E_low + E_amp * (1 + np.cos(phase))
D_loop = eps0 * chi_cold * E_amp * (np.cos(phase) + tan_delta * np.sin(phase))
loop_loss = np.sum(0.5 * (E_loop[1:] + E_loop[:-1]) * np.diff(D_loop))
assert np.isclose(loop_loss, loss_hyst, rtol=1e-5)

# Area expansion at fixed voltages, per unit reference volume
loss_area = span_E * 2 * expansion * span_T * P_hot
traced = leg_works(lambda T, E: eps0 * E + P_linear(T)
                   * (1 + 2 * expansion * (T - T_cold))).sum()
assert np.isclose(W - traced, loss_area, rtol=1e-6)

# Adiabatic instead of isothermal field steps
dT_cold = T_cold * p * span_E / c
dT_hot = T_hot * p * span_E / c
loss_adiabatic = W * (dT_cold + dT_hot) / (2 * span_T)
W_adiabatic = quad(lambda E: P_linear(T_cold * np.exp(p * (E - E_low) / c))
                   - P_linear(T_hot * np.exp(-p * (E_high - E) / c)),
                   E_low, E_high)[0]
assert np.isclose(W - W_adiabatic, loss_adiabatic, rtol=0.01)

# Plate: energy from charge and voltage against volume times traced work
V_low, V_high = E_low * thickness, E_high * thickness
charge = drop_P * area
plate_energy = charge * (V_high - V_low)
assert np.isclose(plate_energy, works.sum() * area * thickness, rtol=1e-8)

print("INPUTS (material values are rough)")
print(f"low field, high field: {E_low/1e6:.1f}, {E_high/1e6:.1f} MV/m")
print(f"polarization drop: {drop_P:.3f} C/m^2")
print(f"polarization cold, hot: {P_cold:.2f}, {P_hot:.2f} C/m^2")
print(f"temperature cold, hot: {T_cold:.0f}, {T_hot:.0f} K")
print(f"heat capacity: {c/1e6:.1f} MJ/(m^3 K)")
print(f"susceptibility cold, hot: {chi_cold:.0f}, {chi_hot:.0f} (no unit)")
print(f"loss tangent: {tan_delta:.2f} (no unit)")
print(f"hot resistivity: {resistivity_hot:.1e} ohm m")
print(f"time at high field when hot: {hold_time:.0f} s")
print(f"linear expansion coefficient: {expansion:.1e} 1/K")
print(f"breakdown field: {E_breakdown/1e6:.0f} MV/m")
print(f"plate thickness: {thickness*1e3:.1f} mm")
print(f"plate area: {area*1e4:.1f} cm^2")
print("DELIVERED WORK")
print(f"cold charging: {works[0]/1e6:.6f} MJ/m^3")
print(f"heating at high field: {works[1]/1e6:.4f} MJ/m^3")
print(f"hot discharging: {works[2]/1e6:.6f} MJ/m^3")
print(f"cooling at low field: {works[3]/1e6:.4f} MJ/m^3")
print(f"field span: {span_E/1e6:.1f} MV/m")
print(f"net, traced cycle: {works.sum()/1e6:.4f} MJ/m^3")
print(f"net, formula: {W/1e6:.4f} MJ/m^3 = {W/1e6:.4f} J/cm^3")
print("PLATE")
print(f"voltage low, high: {V_low:.0f}, {V_high:.0f} V")
print(f"charge released on heating: {charge*1e6:.2f} uC")
print(f"energy per cycle: {plate_energy*1e3:.2f} mJ")
print("HEAT (polarization linear in temperature)")
print(f"pyroelectric slope size: {p:.1e} C/(m^2 K)")
print(f"absorbed on hot isotherm: {heat_hot/1e6:.3f} MJ/m^3")
print(f"rejected on cold isotherm: {heat_cold/1e6:.3f} MJ/m^3")
print(f"absorbed on heating leg: {c*span_T/1e6:.1f} MJ/m^3")
print(f"total heat absorbed: {heat_in/1e6:.1f} MJ/m^3")
print(f"efficiency without heat recovery: {100*efficiency:.3f} %")
print(f"efficiency with perfect recovery: {100*carnot:.1f} %")
print("NEGLECTED EFFECTS (change of net work; share of ideal work)")
for name, change in [("susceptibility rise", change_chi),
                     ("leakage", -loss_leak),
                     ("hysteresis", -loss_hyst),
                     ("area expansion", -loss_area),
                     ("adiabatic field steps", -loss_adiabatic)]:
    print(f"{name}: {change/1e6:.4f} MJ/m^3; {100*change/W:.1f} %")
print(f"drop with susceptibility, low field: {drop_at_low:.4f} C/m^2")
print(f"drop with susceptibility, high field: {drop_at_high:.4f} C/m^2")
print(f"electrocaloric step cold, hot: {dT_cold:.2f}, {dT_hot:.2f} K")
print(f"high field / breakdown field: {E_high/E_breakdown:.2f} (no unit)")
print("success")
```

Output:

```
INPUTS (material values are rough)
low field, high field: 1.0, 8.0 MV/m
polarization drop: 0.050 C/m^2
polarization cold, hot: 0.30, 0.25 C/m^2
temperature cold, hot: 300, 400 K
heat capacity: 3.0 MJ/(m^3 K)
susceptibility cold, hot: 1000, 1200 (no unit)
loss tangent: 0.03 (no unit)
hot resistivity: 1.0e+10 ohm m
time at high field when hot: 10 s
linear expansion coefficient: 5.0e-06 1/K
breakdown field: 12 MV/m
plate thickness: 0.2 mm
plate area: 1.0 cm^2
DELIVERED WORK
cold charging: -0.000279 MJ/m^3
heating at high field: 0.4000 MJ/m^3
hot discharging: 0.000279 MJ/m^3
cooling at low field: -0.0500 MJ/m^3
field span: 7.0 MV/m
net, traced cycle: 0.3500 MJ/m^3
net, formula: 0.3500 MJ/m^3 = 0.3500 J/cm^3
PLATE
voltage low, high: 200, 1600 V
charge released on heating: 5.00 uC
energy per cycle: 7.00 mJ
HEAT (polarization linear in temperature)
pyroelectric slope size: 5.0e-04 C/(m^2 K)
absorbed on hot isotherm: 1.400 MJ/m^3
rejected on cold isotherm: 1.050 MJ/m^3
absorbed on heating leg: 300.0 MJ/m^3
total heat absorbed: 301.4 MJ/m^3
efficiency without heat recovery: 0.116 %
efficiency with perfect recovery: 25.0 %
NEGLECTED EFFECTS (change of net work; share of ideal work)
susceptibility rise: -0.0558 MJ/m^3; -15.9 %
leakage: -0.0640 MJ/m^3; -18.3 %
hysteresis: -0.0102 MJ/m^3; -2.9 %
area expansion: -0.0018 MJ/m^3; -0.5 %
adiabatic field steps: -0.0014 MJ/m^3; -0.4 %
drop with susceptibility, low field: 0.0482 C/m^2
drop with susceptibility, high field: 0.0358 C/m^2
electrocaloric step cold, hot: 0.35, 0.47 K
high field / breakdown field: 0.67 (no unit)
success
```
